# Aziz's continuous-growth partition coefficient from solute exchange at a moving interface

## 1. A race between escape and burial

After a laser pulse has melted the surface of an implanted crystal, the solid grows back through the melt at several metres per second. Take first a solute that has no place in the solid at equilibrium. A liquid site that crystallizes still holds whatever atom was there, so a fresh solid layer contains solute at the liquid's fraction $C_L$. Each solute atom in it then faces two possible events:

- it escapes to the liquid by changing places with a host atom, at rate $\nu$;
- the next layer covers it, at rate $r$, and it is trapped.

If both events are memoryless, the atom survives unburied and unescaped to time $t$ with probability $e^{-(r+\nu)t}$. The chance that burial comes first is

$$\int_0^\infty r\,e^{-(r+\nu)t}\,dt=\frac{r}{r+\nu}.$$

Let $\lambda$ be the layer thickness. The growth speed is $v=r\lambda$, and we define the diffusive speed $v_d=\nu\lambda$. With $C_S$ the solute fraction in the buried solid,

$$k\equiv\frac{C_S}{C_L}=\frac{r}{r+\nu}=\frac{v/v_d}{1+v/v_d}.$$

Slow growth leaves time for escape, and fast growth does not. The general law also needs the return of solute from liquid to solid.

## 2. Assumptions and exchange rates

The model assumes that:

1. solid and liquid have equal atomic volumes, so atomic fractions can be balanced directly;
2. a site keeps its occupant when it crystallizes;
3. the outermost solid layer, called the exposed layer, exchanges atoms with the adjacent liquid, and buried layers are frozen;
4. burial is a memoryless event of rate $r=v/\lambda$, independent of the occupant, and is never undone by remelting;
5. the front stays flat on the scale of the solute layer in the liquid, so that one value of $C_L$ serves all exposed sites.

Assumption 4 is the meaning given here to "continuous" growth. It sets the exposure times of single sites. Assumption 5 is separate: if neighbouring sites were buried wholly independently, the front would roughen without limit. Whatever keeps the front flat must link neighbouring burials, and we assume that this link is weak enough to leave the exposure times nearly memoryless. This is a real restriction. On a square lattice where neighbouring heights may differ by at most one, two or four layers, the exposure times are less spread than memoryless ones. At $v/v_d=0.2$ and $k_e=0.008$ the buried ratio is then about $0.12$, $0.15$ and $0.17$, against $0.173$ from the law derived below. The fraction $C_L$ is the value beside the interface, which generally differs from that of the distant melt. The formulas may be read in atomic units; $\hbar$ does not occur, and $k_BT$ is an energy.

Let $s$ be the solute fraction of the exposed layer. It changes while the layer is exposed, and must be kept apart from the buried fraction $C_S$, which is the value of $s$ at the moment of burial, averaged over sites.

A solute atom leaves the exposed layer by changing places with a host atom of the liquid. If neighbouring sites are occupied independently, this happens at rate $\nu s(1-C_L)$ per site. The reverse exchange has rate $\nu\kappa C_L(1-s)$. Let $\Delta$ be the free-energy cost of the reverse exchange, apart from the entropy of mixing, which the site fractions already count. Detailed balance requires the two rate constants to have the ratio

$$\kappa=e^{-\Delta/k_BT}.$$

The net loss per exposed site is therefore

$$J=\nu\,[s(1-C_L)-\kappa C_L(1-s)].$$

For dilute solute, $1-C_L$ and $1-s$ are replaced by one, so $J=\nu(s-\kappa C_L)$. This vanishes at $s=\kappa C_L$. In a crystal at rest in equilibrium with its melt the whole solid has this fraction, and so $\kappa$ is the dilute equilibrium partition coefficient $k_e$. At an undercooled interface, $k_e$ means the exchange ratio at the interface temperature. We take $\nu$ and $k_e$ not to depend on speed at fixed temperature, and define the interface diffusivity by $D_i=\nu\lambda^2$. Then $v_d=\nu\lambda=D_i/\lambda$.

## 3. The general dilute law

Let $s(t)$ be the mean solute fraction of sites that have been exposed for time $t$. It obeys

$$\frac{ds}{dt}=-\nu(s-k_eC_L),\qquad s(0)=C_L.$$

The difference $s-k_eC_L$ decays at rate $\nu$ from its initial value $(1-k_e)C_L$. Hence

$$\frac{s(t)}{C_L}=k_e+(1-k_e)e^{-\nu t}.$$

Memoryless burial gives exposure times the density $r e^{-rt}$. The buried fraction is the average of $s(t)$ over this density, so

$$k=\int_0^\infty r e^{-rt}\left[k_e+(1-k_e)e^{-\nu t}\right]dt
=k_e+(1-k_e)\frac{r}{r+\nu}.$$

Over a common denominator,

$$k=\frac{k_e r+k_e\nu+r-k_er}{r+\nu}=\frac{k_e\nu+r}{\nu+r}.$$

Dividing above and below by $\nu$, and using $r/\nu=v/v_d$, gives

$$\boxed{k=\frac{k_e+v/v_d}{1+v/v_d}}$$

## 4. The same law as a flux balance

Consider the mean fraction $\bar s$ over all sites exposed at one instant, whatever their ages. Burial replaces an exposed site of mean fraction $\bar s$ by a fresh one of fraction $C_L$, at rate $r$. Exchange removes solute at the net rate $\nu(\bar s-k_eC_L)$. In steady growth,

$$r(C_L-\bar s)=\nu(\bar s-k_eC_L).$$

Because burial selects exposed sites without regard to age or occupant, the buried fraction is $C_S=\bar s$. Multiplication by $\lambda$ gives

$$v(C_L-C_S)=v_d(C_S-k_eC_L).$$

The left side is the solute rejected by the advancing solid; the right side is the exchange that carries it out. Dividing by $C_L$ gives $v(1-k)=v_d(k-k_e)$, and collecting $k$ gives $k(v+v_d)=v+k_ev_d$, the boxed law again.

The limits follow directly. For $v\ll v_d$, $k\simeq k_e+(1-k_e)v/v_d$. For $v\gg v_d$, $1-k\simeq(1-k_e)v_d/v$, so trapping becomes complete only asymptotically. At $v=v_d$, $k=(1+k_e)/2$. If $k$ is known at one speed, the balance can be inverted:

$$v_d=\frac{v(1-k)}{k-k_e}.$$

## 5. What the growth mode contributes

Suppose instead that every layer is exposed for the same time $\lambda/v$. Since $\nu\lambda/v=v_d/v$, the solution for $s(t)$ gives

$$k_{\rm fixed}=k_e+(1-k_e)e^{-v_d/v}.$$

Here the buried fraction is the value of $s$ at the end of the exposure, not its average over the exposure, so $C_S=\bar s$ fails. At low speed the excess over $k_e$ is exponentially small, whereas random burial gives an excess linear in $v$: some sites are covered early, before their solute has escaped. At high speed both laws give $1-k\simeq(1-k_e)v_d/v$ to leading order. The rational form thus rests on the distribution of exposure times as well as on the exchange rates.

## 6. Finite solute concentration

Keeping the site fractions in $J$, the exposed layer obeys

$$\frac{ds}{dt}=-\nu[s(1-C_L)-\kappa C_L(1-s)]=-\nu(as-\kappa C_L),$$

$$a=1-C_L+\kappa C_L=1-(1-\kappa)C_L.$$

The solution tends to $\kappa C_L/a$ at rate $a\nu$:

$$\frac{s(t)}{C_L}=\frac{\kappa}{a}+\left(1-\frac{\kappa}{a}\right)e^{-a\nu t}.$$

Averaging over random exposure times replaces the exponential by $r/(r+a\nu)$. Then

$$k=\frac{(\kappa/a)(r+a\nu)+r-(\kappa/a)r}{r+a\nu}
=\frac{\kappa+v/v_d}{1+v/v_d-(1-\kappa)C_L}.$$

An atom-by-atom simulation with $C_L=0.3$, $\kappa=0.1$ and $v/v_d=0.5$ tested this. Random exposure gave $k=0.4913$ with standard error $0.0019$, against $0.4878$ from the formula. Equal exposure times gave $0.3360$ with standard error $0.0016$, against $0.3374$ from $s(t)$ at $\nu t=v_d/v=2$. The two growth modes are clearly distinguished.

## 7. Coupling to the melt

Let $x$ be the distance into the liquid from the moving interface, $D_L$ the liquid diffusivity and $C_0$ the distant solute fraction. In steady growth the solute flux towards the solid is the same at every $x$ and equals the flux buried:

$$vC+D_L\frac{dC}{dx}=vC_S.$$

Far away $C=C_0$ and the gradient vanishes, so $C_S=C_0$. At the interface $C_L=C_0/k$. The solution is

$$C(x)=C_0+C_0\left(\frac1k-1\right)e^{-vx/D_L}.$$

Steady growth therefore incorporates solute at the original concentration, whatever $k$ is. The coefficient sets the enrichment of the liquid, whose excess per unit area is

$$\int_0^\infty(C-C_0)\,dx=C_0\left(\frac1k-1\right)\frac{D_L}{v}.$$

From a uniform melt, this excess must first be built up. The initial rejection rate is about $v(1-k)C_0$. Dividing the excess by this rate estimates the build-up time as $D_L/(kv^2)$, or a growth distance $D_L/(kv)$.

The exposed layer responds much faster. Its time-dependent balance is

$$\frac{d\bar s}{dt}=r(C_L-\bar s)-\nu(\bar s-k_eC_L)=(r+\nu)(kC_L-\bar s),$$

so it follows $kC_L$ with a lag of order $1/(r+\nu)$. Random burial still gives $C_S=\bar s$ at each moment, so the local law can hold during the transient even though $C_S\ne C_0$.

## 8. Example: gallium in laser-melted silicon

The material values are rough ones for gallium in silicon. The interface diffusivity is chosen to put $v_d$ in the range of tens of metres per second. With $D_i=5.0\times10^{-5}$ cm²/s and $\lambda=0.25$ nm, $v_d=D_i/\lambda=20$ m/s, or 200 Å/ns. For $v=4.0$ m/s and $k_e=0.008$,

$$k=\frac{0.008+0.200}{1+0.200}=0.173,$$

which is about 22 times $k_e$. Both sides of the flux balance, divided by $C_L$, are 3.31 m/s: $4.0(1-0.1733)$ and $20(0.1733-0.008)$.

Let the melt be 200 nm deep with a uniform gallium density of $2.0\times10^{19}$ cm⁻³, a dose of $4.0\times10^{14}$ cm⁻². Regrowth takes 50 ns. The steady liquid density at the interface would be $2.0\times10^{19}/0.1733=1.15\times10^{20}$ cm⁻³. With $D_L=3.0\times10^{-4}$ cm²/s, the enriched layer has decay length $D_L/v=7.5$ nm. Its excess, relative to the dose, is

$$\left(\frac{1}{0.1733}-1\right)\frac{7.5}{200}=0.179.$$

About 18% of the dose would thus be carried ahead of the interface in the steady state. As the front nears the surface this layer no longer fits in the remaining melt, and the steady solution fails there.

The liquid is really a stack of atomic layers. Let $u_n$ be the excess over $C_0$ in liquid layer $n$, and $w=D_L/\lambda^2$ the hopping rate between layers. Constant flux gives $(r+w)u_{n+1}=wu_n$, so successive layers fall by the factor $1/(1+\delta)$, with $\delta=r/w=v\lambda/D_L=0.033$. The summed excess is $\lambda u_1(1+\delta)/\delta=u_1(D_L/v+\lambda)$. It exceeds the continuum value by the fraction $\delta$, about 3%.

The build-up distance is $7.5/0.1733\simeq43$ nm. A layer-by-layer transport calculation, started from a uniform melt with no free surface, gave $C_S/C_0=0.41$, $0.74$, $0.90$ and $0.96$ after 10, 50, 100 and 150 nm. The early solid is depleted. At the sampled times, every 10 nm of growth, $C_S/C_L$ departed from the steady $k$ by at most 0.14% of $k$. This agrees with the short lag: $r+\nu=16+80=96$ ns⁻¹, or about 0.01 ns.

## 9. Does the interface stay flat?

Rejected solute can destabilize a flat front, because a bump reaches into liquid with less solute and a higher freezing temperature. Consider a static ripple of height $\epsilon\cos qy$, where $y$ runs along the interface. Neglect temperature gradients. To first order in $\epsilon$ the normal speed is unchanged, so $k$ is unchanged too.

The flat-interface gradient has magnitude $G=vC_L(1-k)/D_L$. Add a perturbation $b\,e^{-px}\cos qy$ to the liquid fraction. Steady diffusion, $D_L\nabla^2C+v\,\partial_xC=0$, requires

$$p\left(p-\frac{v}{D_L}\right)=q^2,\qquad p\ge\frac{v}{D_L}.$$

At the ripple the interface fraction changes by $(b-G\epsilon)\cos qy$, and the diffusive flux away from it by $(D_Lpb-vG\epsilon)\cos qy$. Since rejection equals $v(1-k)$ times the interface fraction,

$$v(1-k)(b-G\epsilon)=D_Lpb-vG\epsilon
\;\Rightarrow\; b=\frac{vkG\epsilon}{D_Lp-v+vk}.$$

The solute deficit at the crest, with $D_Lp-v=D_Lq^2/p$, is

$$G\epsilon-b=G\epsilon\,\frac{D_Lq^2/p}{D_Lq^2/p+vk}\le G\epsilon\,\frac{D_L^2q^2}{kv^2}.$$

The bound drops a positive term from the denominator and uses $p\ge v/D_L$. The deficit raises the freezing temperature by $|m|(G\epsilon-b)$, where $m$ is the liquidus slope. Curvature lowers it by $\Gamma q^2\epsilon$, where $\Gamma$ is the capillary coefficient. Curvature wins at every $q$ if

$$v>\frac{|m|C_L(1-k)D_L}{k\Gamma}.$$

To find $m$, equate the host's chemical potentials in the two phases at equilibrium, where the solid fraction is $k_eC_L$. With latent heat $L$ per atom, a lowering $\delta T$ of the melting temperature $T_m$ gives $L\,\delta T/T_m=k_BT_m(1-k_e)C_L$ for dilute solute, so $|m|=(1-k_e)k_BT_m^2/L$. For $T_m=1700$ K and $L=0.50$ eV this is 494 K per unit fraction. With surface energy $\sigma=0.40$ J/m² and atomic volume $\Omega$, the reciprocal of $5.0\times10^{22}$ cm⁻³, $\Gamma=\sigma\Omega T_m/L=170$ K nm. At $C_L=0.00231$ the right side is 0.96 m/s, below the growth speed of 4.0 m/s. This value uses $k$ at 4.0 m/s and is not the threshold speed: $k$ falls and $C_L=C_0/k$ rises as growth slows. At this doping the condition is met only above about 2.4 m/s, and at 1 m/s the right side is about 11 m/s. The condition is met for static ripples in steady growth; the build-up of solute near the melt surface, oscillating modes and the change of liquidus slope with speed are not covered. The right side scales with $C_0$, so heavier doping reduces the margin.

## 10. Reading the result for real regrowth

Real regrowth departs from the example in several ways. The implanted profile is not uniform, and the speed varies during solidification. With $v_d$ and $k_e$ held fixed, the law gives $k=0.055$ at 1 m/s and $0.34$ at 10 m/s. The interface is also undercooled. A rough 15 K per m/s gives 60 K at 4 m/s. Holding the exchange free energy at $\Delta=k_BT_m\ln(1/k_e)=0.707$ eV lowers $k_e$ to $0.0067$; an assumed jump barrier of 0.50 eV lowers $v_d$ to 17.7 m/s. Together they raise $k$ to $0.190$, about 10% above the value without undercooling. The slower exchange outweighs the smaller $k_e$.

Growth this close to melting is also not one-way. For host atoms at temperature $T$ and undercooling $\Delta T=T_m-T$, detailed balance gives a ratio of detachment to attachment of $e^{-L\Delta T/(k_BTT_m)}$. With $L=0.50$ eV and $\Delta T=60$ K this is 0.88, so attachments are about 8.5 times as frequent as net growth. The derivation leaves this remelting out. For such an interface $r$ and $\nu$ can only be effective rates, with $v_d$ fitted to measurement, and the derivation does not prove that the law keeps its form.

Assumption 1 is also only approximate for silicon, whose liquid is about 10% denser than the solid. The liquid then flows towards the front more slowly than the solid grows. The decay length becomes about 8.3 nm, and the share of the dose carried ahead becomes 20 to 22%, depending on whether depth and density refer to the melt or to the solid. Two other neglected effects are small here. Finite concentration raises $k$ by 0.19% of its value. With a rough solid diffusivity of $1.0\times10^{-11}$ cm²/s, the diffusion length $\sqrt{2Dt}$ over the whole regrowth is 0.010 nm. Published values near melting reach about $10^{-10}$ cm²/s, which gives about 0.03 nm, still well below a layer thickness; this supports freezing the buried layers, provided that they are no more mobile than the bulk solid.

Among the effects compared here at the fixed speed of 4.0 m/s, the growth mode changes $k$ the most. Equal exposure of every layer, at the same $v$, $v_d$ and $k_e$, would give $k=0.008+0.992e^{-5}=0.015$, about twelve times less than random burial. A value of $v_d$ inferred from a measured $k$ therefore belongs to the assumed growth law, and one speed alone cannot decide between the two. Measurements that reach speeds well below $v_d$ can: at constant $v_d$ and $k_e$, the excess $k-k_e$ starts linearly in $v$ for random burial and exponentially small for equal exposure. Such measurements need doping low enough that the flatness condition of Section 9 still holds. Higher speeds also separate the two laws: fitted to the same $k=0.173$ at 4.0 m/s, they give $0.34$ and $0.49$ at 10 m/s. The comparison covers only these two idealized laws; remelting and the dependence of trapping on crystal orientation lie outside both. The numerical output lists the remaining values.

## Calculated quantities

```
INPUTS (rough, gallium in silicon)
equilibrium partition coefficient ke = 0.008
layer thickness = 0.25 nm
interface diffusivity = 5.0e-05 cm2/s
liquid diffusivity = 3.0e-04 cm2/s
solid diffusivity = 1.0e-11 cm2/s
growth speed = 4.0 m/s; melt depth = 200 nm
initial solute density = 2.0e+19 cm^-3
atomic site density = 5.0e+22 cm^-3
melting temperature = 1700 K
latent heat = 0.50 eV/atom
surface energy = 0.40 J/m2
undercooling slope = 15 K per m/s
assumed interface jump barrier = 0.50 eV
PARTITIONING
exchange free energy = 0.707 eV
exchange rate = 80.0 per ns; burial rate = 16.0 per ns
diffusive speed vd = 20.0 m/s = 200 angstrom/ns
speed ratio v/vd = 0.200
partition coefficient k = 0.1733; k/ke = 21.7
k at 0.1 m/s = 0.0129
k at 1.0 m/s = 0.0552
k at 10.0 m/s = 0.3387
k at 20.0 m/s = 0.5040
k at 100.0 m/s = 0.8347
MELT AND REGROWTH
steady liquid density at interface = 1.154e+20 cm^-3
liquid decay length = 7.50 nm
regrowth time = 50.0 ns
C_S/C0 after 10 nm growth = 0.4081
C_S/C0 after 50 nm growth = 0.7351
C_S/C0 after 100 nm growth = 0.8965
C_S/C0 after 150 nm growth = 0.9592
largest sampled transient error of k = 0.139 %
implanted dose in melt = 4.00e+14 cm^-2
steady liquid excess / dose = 17.9 %
SIMULATION TEST (C_L=0.3, kappa=0.1, v/vd=0.5)
random exposure: k = 0.4913, formula 0.4878
fixed exposure: k = 0.3360, formula 0.3374
standard errors = 0.0019, 0.0016
NEGLECTED EFFECTS
k for equal exposure of every layer = 0.0147
interface undercooling = 60 K
ke, vd when undercooled = 0.00670, 17.65 m/s
k when undercooled = 0.1902
liquid solute fraction at interface = 0.00231
k change from finite fraction = 0.19 %
solid diffusion length = 0.0100 nm
layer thickness / liquid decay length = 0.0333
liquidus slope magnitude = 494 K per unit fraction
capillary coefficient = 170 K nm
planarity threshold using k at v = 0.96 m/s
```
